# Optical mass of degenerate carriers in a narrow-gap telluride

Carriers that fill a band with the two-band Kane dispersion

$$E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2k^2}{2m}$$

up to the Fermi energy $E_F$ respond to infrared light with the mass

$$m_{\rm opt}=m\left(1+\frac{2E_F}{E_g}\right).$$

Here $E$ is measured from the band edge into the band, $E_g$ is the gap and $m$ is the mass at the band edge, not the free-electron mass $m_e$. The result holds for a degenerate gas in equivalent isotropic valleys, within the two-band model, at photon energies too low to lift electrons across the gap. The example below is $p$-type crystalline germanium telluride, so the carriers are holes and $E$ increases downward into the valence band.

The dispersion comes from two spin-degenerate bands coupled linearly in the wave vector. With the zero of energy at midgap and the Pauli matrices $\boldsymbol\sigma$, the Hamiltonian is

$$H=\begin{pmatrix}E_g/2 & P\,\boldsymbol\sigma\cdot\mathbf k\\ P\,\boldsymbol\sigma\cdot\mathbf k & -E_g/2\end{pmatrix}.$$

In $H^2$ the off-diagonal blocks cancel, because the two diagonal entries of $H$ have opposite signs. Since $(\boldsymbol\sigma\cdot\mathbf k)^2=k^2$, what remains is $H^2=E_g^2/4+P^2k^2$ times the unit matrix. The band energies are therefore $\pm W$ with $W=\sqrt{E_g^2/4+P^2k^2}$. The two bands are mirror images, so an electron above the gap and a hole below it both have $E=W-E_g/2$. Squaring $E+E_g/2=W$ gives

$$E^2+EE_g=P^2k^2,\qquad E\left(1+\frac{E}{E_g}\right)=\frac{P^2k^2}{E_g}.$$

This is the Kane relation if $P^2=\hbar^2E_g/(2m)$. At fixed coupling $P$, a smaller gap thus means a lighter band edge. Solving the quadratic equation and keeping the root that vanishes at $k=0$ gives

$$E=\frac{E_g}{2}\left[\sqrt{1+\frac{2\hbar^2k^2}{mE_g}}-1\right].$$

It is convenient to write $s=1+2E/E_g$. The last equation says that

$$s^2=1+\frac{2\hbar^2k^2}{mE_g}.$$

To find the velocity $v=\hbar^{-1}dE/dk$, differentiate the Kane relation with respect to $k$. The left side gives $(1+2E/E_g)\,dE/dk$ and the right side gives $\hbar^2k/m$, so

$$\frac{dE}{dk}=\frac{\hbar^2k}{ms},\qquad \frac{\hbar k}{v}=ms.$$

The ratio of crystal momentum to velocity grows with energy. That this ratio, taken at the Fermi surface, is the optical mass has to be shown from the response to a field.

Let carriers of charge $q$ and density $n$ occupy $N$ valleys, each with two spin states. For holes $q=+e$: a full band carries no current, and the empty states act as positive carriers with the energy $E(k)$ above. A uniform field $\mathbf F$ along $x$ changes every wave vector by the same amount, $\hbar\,dk_x/dt=qF$. Without collisions the occupied region moves rigidly by $\delta$, where $\hbar\,d\delta/dt=qF$. Its current density is

$$j=2Nq\int\frac{d^3k}{(2\pi)^3}\,f(\mathbf k)\,v_x(\mathbf k+\delta\hat{\mathbf x}),$$

where $f$ is the occupation before the shift and $\mathbf k$ is measured from the centre of each valley. The term of order zero in $\delta$ vanishes because $v_x$ is odd in $k_x$. The linear term contains $\partial v_x/\partial k_x=\hbar^{-1}\partial^2E/\partial k_x^2$. Differentiating in time and inserting $d\delta/dt=qF/\hbar$,

$$\frac{dj}{dt}=\frac{nq^2}{m_{\rm opt}}F,\qquad
\frac{n}{m_{\rm opt}}=\frac{2N}{\hbar^2}\int\frac{d^3k}{(2\pi)^3}\,f\,\frac{\partial^2E}{\partial k_x^2}.$$

The first equation defines the optical mass; the second says that its inverse is the curvature of the band averaged over all filled states. The square of the charge makes the result the same for electrons and holes.

The same average measures the energy of the displaced sea. Expanding $E(\mathbf k+\delta\hat{\mathbf x})$ to second order, the first-order term averages to zero and the mean energy per carrier rises by

$$\Delta u=\frac{\delta^2}{2}\left\langle\frac{\partial^2E}{\partial k_x^2}\right\rangle=\frac{\hbar^2\delta^2}{2m_{\rm opt}}.$$

The optical mass is thus the inertia of the whole sea, per carrier.

At zero temperature $f=1$ inside the sphere $k<k_F$ and zero outside. By isotropy $\partial^2E/\partial k_x^2$ may be replaced by $\nabla_k^2E/3$, and the divergence theorem turns the volume integral into a flux through the Fermi surface:

$$\int_{k<k_F}d^3k\,\nabla_k^2E=4\pi k_F^2\left.\frac{dE}{dk}\right|_{k_F}=4\pi k_F^2\,\hbar v_F.$$

Collecting factors,

$$\frac{n}{m_{\rm opt}}=\frac{2N}{\hbar^2}\,\frac{1}{8\pi^3}\,\frac{4\pi k_F^2\hbar v_F}{3}=\frac{Nk_F^2v_F}{3\pi^2\hbar}.$$

Counting states in the same sphere gives

$$n=2N\,\frac{1}{8\pi^3}\,\frac{4\pi k_F^3}{3}=\frac{Nk_F^3}{3\pi^2},\qquad k_F=\left(\frac{3\pi^2n}{N}\right)^{1/3}.$$

Division yields $1/m_{\rm opt}=v_F/(\hbar k_F)$. With $\hbar k/v=ms$ this is $m_{\rm opt}=m(1+2E_F/E_g)$.

The curvature at the Fermi energy is a different quantity. Differentiating $dE/dk=\hbar^2k/(ms)$ once more, with $ds/dk=(2/E_g)\,dE/dk$,

$$\frac{d^2E}{dk^2}=\frac{\hbar^2}{ms}-\frac{\hbar^2k}{ms^2}\,\frac{2}{E_g}\,\frac{\hbar^2k}{ms}
=\frac{\hbar^2}{ms}\left[1-\frac{2\hbar^2k^2}{mE_gs^2}\right].$$

The fraction in brackets equals $(s^2-1)/s^2$, so the bracket is $1/s^2$ and

$$\frac{\hbar^2}{d^2E/dk^2}=ms^3.$$

This is the mass for acceleration along $\mathbf k$. Across $\mathbf k$ the curvature is $k^{-1}dE/dk$, which gives the mass $ms$. A carrier at the Fermi surface is therefore harder to accelerate, on average over directions, than $m_{\rm opt}$ suggests. Carriers deeper in the sea are lighter, and the average over the filled sphere restores $1/(ms_F)$, with $s_F=1+2E_F/E_g$.

Expressed through the density, the result is

$$m_{\rm opt}^2=m^2+\frac{2m\hbar^2}{E_g}\left(\frac{3\pi^2n}{N}\right)^{2/3}.$$

A plot of $m_{\rm opt}^2$ against $n^{2/3}$ is a straight line as long as the model holds. Its intercept gives $m$; its slope then gives $E_g$, provided that $N$ is known, the valleys are isotropic, thermal smearing is negligible and no other band holds carriers. At low density the square root expands to $m_{\rm opt}\simeq m+\hbar^2k_F^2/E_g$, and the parabolic band is recovered as $n\to0$. This is a limit within the zero-temperature formula: a real gas at fixed temperature ceases to be degenerate first. At high density the second term dominates and

$$m_{\rm opt}\to\hbar k_F\sqrt{\frac{2m}{E_g}},\qquad v_F\to\sqrt{\frac{E_g}{2m}}.$$

The velocity saturates, so further carriers add momentum but hardly any speed. The mass then grows as $n^{1/3}$ and the response $n/m_{\rm opt}$ as $n^{2/3}$.

For an example in the regime of $p$-type crystalline germanium telluride, take the rough round values $E_g=0.6$ eV, $m=0.15\,m_e$, $N=4$ and $n=2\times10^{20}$ cm$^{-3}$. Then

$$k_F=\left(\frac{3\pi^2\times2\times10^{20}\ {\rm cm^{-3}}}{4}\right)^{1/3}=1.140\ {\rm nm^{-1}}.$$

With $\hbar^2/(2m_e)=0.0381$ eV nm$^2$, the right side of the Kane relation is

$$\frac{\hbar^2k_F^2}{2m}=\frac{0.0381\times1.140^2}{0.15}\ {\rm eV}=0.330\ {\rm eV},$$

which would be the Fermi energy of a parabolic band. The Kane band gives instead

$$E_F=0.3\left[\sqrt{1+\frac{4\times0.330}{0.6}}-1\right]{\rm eV}=0.237\ {\rm eV}.$$

Hence $s_F=1.789$ and $m_{\rm opt}=0.15\times1.789\,m_e=0.268\,m_e$. Shifting the filled sphere numerically and reading the mass from its energy gives $0.26831\,m_e$, equal to the formula to the five digits printed. The curvature mass along $\mathbf k$ at $E_F$ is $0.15\times1.789^3\,m_e=0.86\,m_e$, more than three times larger.

With the other parameters held fixed, the optical mass is 0.205, 0.232, 0.268, 0.337 and $0.409\,m_e$ at densities of 0.5, 1, 2, 5 and $10\times10^{20}$ cm$^{-3}$. A twentyfold rise in density about doubles the mass, while the limiting law $n^{1/3}$ would multiply it by 2.7; the example lies between the two limits. These are zero-temperature values of the two-band model. At the higher densities a second valence band, discussed below, can take up a large share of the holes; the masses then change and the straight line no longer yields $m$ and $E_g$ reliably. The straight-line analysis can be tried on the displaced-sea masses at 1 and $5\times10^{20}$ cm$^{-3}$. Their squares are 0.0537 and $0.1136\,m_e^2$, and $n^{2/3}$ rises by the factor $5^{2/3}=2.924$. The intercept is $0.0537-(0.1136-0.0537)/1.924=0.0226$ in units of $m_e^2$, whose root is $0.150\,m_e$. The unrounded masses return $m=0.1500\,m_e$ and $E_g=0.6000$ eV.

The mass is seen through the free-carrier part of the permittivity. Adding a damping rate $\gamma$ to the equation of motion gives $dj/dt+\gamma j=(nq^2/m_{\rm opt})F$. For a field varying as $e^{-i\omega t}$ the conductivity is $(nq^2/m_{\rm opt})/(\gamma-i\omega)$. Multiplied by $i/(\varepsilon_0\omega)$ and added to the background $\varepsilon_b$ of the bound electrons, it yields

$$\varepsilon(\omega)=\varepsilon_b-\frac{\omega_p^2}{\omega^2+i\gamma\omega},\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m_{\rm opt}}.$$

The real part is $\varepsilon_b-\omega_p^2/(\omega^2+\gamma^2)$ and vanishes at

$$\omega_0^2=\frac{\omega_p^2}{\varepsilon_b}-\gamma^2.$$

For the example $\hbar\omega_p=1.014$ eV. With the rough value $\varepsilon_b=35$ the screened plasma energy is $1.014/\sqrt{35}=0.171$ eV, a wavelength of 7.2 µm. The band-edge mass would have put it at 0.229 eV. Direct transitions start where the initial state is still filled with an electron, that is, at $k_F$. They cost $2W=E_g+2E_F=1.07$ eV, so the plasma edge lies well below them and the intraband description applies there.

Damping matters more. At zero frequency the equation of motion gives the mobility $\mu=e/(m_{\rm opt}\gamma)$. A rough value of 60 cm$^2$/Vs corresponds to $1/\gamma=9.2$ fs and $\hbar\gamma=0.072$ eV, if the same rate holds in the infrared. The zero of the real part moves to $\sqrt{0.1714^2-0.0719^2}\approx0.156$ eV. The optical mass has not changed, but someone who read it from this zero with $\gamma$ ignored would find $0.326\,m_e$, which is 21 % above $m_{\rm opt}$. A fit of the whole spectrum has to include the damping.

At finite temperature the curvature average still applies, with $f$ the Fermi function at chemical potential $\mu_c$. Integrating by parts, $\int f\,\nabla_k^2E\,d^3k=\int(-\partial f/\partial E)\,|\nabla_kE|^2d^3k$. With $d^3k=4\pi k^2dk$ and $(dE/dk)^2dk=(dE/dk)\,dE=\hbar^2k\,dE/(ms)$,

$$\frac{n}{m_{\rm opt}(T)}=\frac{N}{3\pi^2}\int_0^\infty\frac{k^3}{m(1+2E/E_g)}\left(-\frac{\partial f}{\partial E}\right)dE.$$

The density is the same integral without the factor $1/[m(1+2E/E_g)]$, again by parts, and this fixes $\mu_c$. When $-\partial f/\partial E$ shrinks to a spike at $E_F$, the earlier result returns. At 300 K, $E_F/k_BT=9.2$; the chemical potential falls to 0.232 eV and the mass rises to $0.273\,m_e$, by 1.6 %. Degeneracy is therefore a good assumption for the mass at this density. The straight-line analysis is more sensitive: applied to the 300 K masses at 1 and $5\times10^{20}$ cm$^{-3}$, it returns $m=0.162\,m_e$ and $E_g=0.66$ eV instead of $0.150\,m_e$ and 0.60 eV.

The valleys of a real crystal need not be isotropic. Replace the right side of the Kane relation by $(\hbar^2/2)(k_t^2/m_t+k_l^2/m_l)$, where $k_t$ and $k_l$ are the components across and along the valley axis. Set $k_i=\sqrt{m_i/m_d}\,q_i$ with $m_d=(m_t^2m_l)^{1/3}$. The volume element is unchanged and the right side becomes $\hbar^2q^2/(2m_d)$, so $E_F$ is that of an isotropic valley of mass $m_d$. Since $\partial^2/\partial k_i^2=(m_d/m_i)\,\partial^2/\partial q_i^2$, the inverse mass along axis $i$ is $1/(m_is_F)$. Four valleys along the cube diagonals together respond isotropically, with one third of the trace:

$$\frac{1}{m_{\rm opt}}=\frac{1}{3}\left(\frac{2}{m_t}+\frac{1}{m_l}\right)\frac{1}{1+2E_F/E_g}.$$

For an assumed ratio $m_l/m_t=4$ at fixed $m_d=0.15\,m_e$, the masses are $m_t=0.0945\,m_e$ and $m_l=0.378\,m_e$. The optical mass is then $0.225\,m_e$, 16 % below the isotropic value. The factor $1+2E_F/E_g$ survives, but the mass that multiplies it is no longer the one that counts states.

Bands outside the two-band model add terms of order $k^2$ to the diagonal of $H$. Suppose first that both bands receive the same term. It is proportional to the unit matrix and simply adds $\eta\hbar^2k^2/(2m_e)$ to $E$; take $\eta=\pm1$ and keep the edge mass $m$ fixed. The two-band part then has a mass $m_P$ given by $1/m_P=1/m-\eta/m_e$. Dividing $dE/dk$ by $\hbar^2k$ gives

$$\frac{1}{m_{\rm opt}}=\frac{1}{m_Ps_P}+\frac{\eta}{m_e},\qquad s_P=\sqrt{1+\frac{2\hbar^2k_F^2}{m_PE_g}}.$$

In this case the part of the inverse mass due to remote bands is not reduced by filling. For $\eta=-1$, the sign with which the bare kinetic energy of the electrons enters the energy of a hole, the mass is $0.325\,m_e$, or 21 % above the two-band value. For $\eta=+1$ it is $0.230\,m_e$, or 14 % below. A term $\pm Bk^2$ of opposite sign in the two bands acts differently, because it changes the gap: $W^2=(E_g/2+Bk^2)^2+P^2k^2$. At fixed edge mass this is $E_g^2/4+E_g\hbar^2k^2/(2m)+B^2k^4$, so only $B^2k^4$ is new, and $|B|=\hbar^2/(2m_e)$ gives $0.263\,m_e$, 2 % below the two-band value for either sign of $B$. A term of the same size in the valence band alone moves the mass by $+9$ or $-8$ %. The size and sign of the correction depend on how the remote bands of the actual crystal act on each of the two bands.

A second valence band can also take up holes. Responses add, so $n/m_{\rm opt}$ is the sum of the separate contributions. Assume twelve parabolic valleys of mass $0.5\,m_e$ whose edge lies 0.20 eV deeper than the first, less deep than the Fermi energy of 0.237 eV found without them. At 300 K and the same total density they hold 30 % of the holes, and the optical mass is $0.297\,m_e$, 11 % above the zero-temperature formula. Two changes compete. From $1/0.297=0.30/0.5+0.70/x$ the holes left in the Kane valleys have the mass $x\approx0.25\,m_e$, less than before because those valleys are less full; the heavy holes outweigh this. The plasma energy varies as $m_{\rm opt}^{-1/2}$, so at fixed $\varepsilon_b$ it falls by 5 %. The result depends strongly on the assumed offset: for 0.30, 0.15, 0.10 and 0 eV the mass is 0.275, 0.323, 0.358 and $0.454\,m_e$.

Finally, holes remove electrons that would otherwise be polarized across the gap. Let $S$ be the squared interband matrix element of $\partial H/\partial k_x$, summed over both spins of each band and averaged over directions. Because $H$ is linear in $\mathbf k$, the band curvature comes entirely from second-order coupling across the energy $2W$, and $\nabla_k^2E/3=S/(2W)$. From $dE/dk=P^2k/W$ and $d^2E/dk^2=P^2/W-P^4k^2/W^3$ it follows that

$$S=2P^2\left(1-\frac{P^2k^2}{3W^2}\right).$$

The position matrix element is that of $\partial H/\partial k_x$ divided by $2W$, up to a phase. The usual polarizability of a two-level transition, summed over the emptied states, then gives the loss

$$\Delta\varepsilon_b=-\frac{Ne^2}{\varepsilon_0}\int_0^{k_F}\frac{k^2dk}{2\pi^2}\,\frac{2S}{2W\,[(2W)^2-(\hbar\omega)^2]}.$$

At the screened plasma energy this is $-1.5$. If 35 is the background of the undoped crystal, the plasma energy rises by 2 %, to 0.175 eV.

Real crystalline germanium telluride is $p$-type through germanium vacancies, with hole densities of roughly $10^{20}$ to $10^{21}$ cm$^{-3}$, so the chosen density is on the low side. The gap, edge mass, permittivity and mobility used here are rough values. At room temperature the crystal is rhombohedral, and the four valleys are not equivalent. It also lacks an inversion centre, so its bands are split by spin, which the model leaves out. Placing one valley edge 0.10 eV deeper than the other three, at 300 K and fixed density, gives $0.276\,m_e$, compared with $0.273\,m_e$ for equal valleys at that temperature. That holds for isotropic valleys. With $m_l/m_t=4$ the same shift makes the response depend on direction: at zero temperature the mass is $0.208\,m_e$ along the axis of the shifted valley and $0.240\,m_e$ across it. For the sizes assumed, anisotropy moves the mass by 16 %, remote bands by 2 to 21 % depending on how they enter, and the second valence band by 11 % at an offset of 0.20 eV. That offset is only an assumption; at 0.10 eV or less the second band becomes the largest correction, from 34 % up to 69 % at zero offset. These corrections were computed one at a time and need not add, so for the chosen gap, edge mass and density the example supports an optical mass near $0.27\,m_e$ only to within some tens of per cent, and only if heavier valleys lie well below the edge of the four light ones. Errors in the rough gap and edge mass come on top of this, and the value is not a prediction for a given film. In the amorphous phase there is no Fermi sphere of Bloch states, and the derivation does not apply. Most of the computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
gap Eg = 0.60 eV; edge mass m = 0.150 m_e
valleys = 4; hole density = 2.00e+20 cm^-3
background permittivity = 35.0
mobility = 60.0 cm^2/Vs
hbar^2/(2 m_e) = 0.038100 eV nm^2
Fermi wave number = 1.1397 nm^-1
hbar^2 kF^2/(2m) (parabolic E_F) = 0.3299 eV
Kane Fermi energy = 0.2366 eV
factor 1+2E_F/Eg = 1.7887
optical mass, formula = 0.26831 m_e
optical mass, displaced sea = 0.26831 m_e
hbar k/v from diagonalization = 0.26831 m_e
curvature mass along k at E_F = 0.8585 m_e
n = 5.0e+19 cm^-3: formula 0.2053, displaced sea 0.2053 m_e
n = 1.0e+20 cm^-3: formula 0.2317, displaced sea 0.2317 m_e
n = 2.0e+20 cm^-3: formula 0.2683, displaced sea 0.2683 m_e
n = 5.0e+20 cm^-3: formula 0.3371, displaced sea 0.3371 m_e
n = 1.0e+21 cm^-3: formula 0.4089, displaced sea 0.4089 m_e
recovered from two densities: m = 0.1500 m_e, Eg = 0.6000 eV
unscreened plasma energy = 1.0138 eV
screened plasma energy = 0.1714 eV
screened plasma wavelength = 7.24 um
screened plasma energy if mass were m = 0.2292 eV
interband threshold Eg+2E_F = 1.0732 eV
Neglected effects (change of optical mass against formula):
kT at 300 K = 0.02585 eV; E_F/kT = 9.15
temperature: mass 0.2727 m_e, +1.6 %; mu = 0.2316 eV
anisotropy ml/mt = 4.0: mt = 0.0945, ml = 0.3780 m_e
anisotropy: mass 0.2254 m_e, -16.0 %
one valley edge 0.10 eV deeper, 300 K: mass 0.2761 m_e, +2.9 %
heavy band: 12 valleys, 0.50 m_e, edge 0.20 eV deeper
heavy band, 300 K: mass 0.2974 m_e, +10.8 %; share of holes 30.0 %
remote term -hbar^2k^2/(2m_e): mass 0.3246 m_e, +21.0 %
remote term +hbar^2k^2/(2m_e): mass 0.2301 m_e, -14.2 %
scattering time = 9.15 fs; hbar/tau = 0.0719 eV
zero of Re(eps) with damping = 0.1555 eV
mass read from that zero if damping is ignored = 0.3257 m_e, +21.4 %
permittivity lost by blocked interband transitions = 1.479
screened plasma energy with that loss = 0.1751 eV, +2.2 %
```
